\section*{First-order ellipsometry of an ultrathin transparent film on a transparent substrate}

\section{Three films with one signature}

Light of wavelength 633 nm falls at $65^\circ$ on fused silica, taken here with the rounded index 1.46, carrying a thin fluorocarbon film. A film 1.547 nm thick with index 1.35 shifts the ellipsometric angle $\Delta$ by $-0.364^\circ$. So does a film 1.999 nm thick with index 1.38, and so does one 3.715 nm thick with index 1.42. The three computed shifts agree within $0.001^\circ$, although the thicknesses differ by a factor of 2.4. The other ellipsometric angle, $\Psi$, moves by less than $0.004^\circ$ in each case. The theorem below explains both facts.

\section{Assumptions and field equations}

The ambient $a$, film $f$ and substrate $s$ are uniform, isotropic, nonmagnetic and lossless, with flat interfaces. Their real indices are $n_j$ and their relative permittivities $e_j=n_j^2$, with $e_s\ne e_a$. The substrate is semi-infinite. The film occupies $0<z<d$, with $z$ pointing into the substrate. Fields vary as $\exp(ik_xx-i\omega t)$, and
\begin{equation}
k_0=\frac{\omega}{c}=\frac{2\pi}{\lambda},\qquad
S=\frac{k_x^2}{k_0^2}=e_a\sin^2\phi ,
\end{equation}
where $0<\phi<90^\circ$ is the angle of incidence. We require $e_s>S$, so that the wave propagates in the substrate.

For s polarization the electric field is $E_y$. With $Z_0=\sqrt{\mu_0/\epsilon_0}$, set $U=E_y$ and $W=-Z_0H_x$. Faraday's law gives $\partial_zE_y=-i\omega\mu_0H_x$ and $H_z=k_xE_y/(\omega\mu_0)$. Putting $H_z$ into Amp\`ere's law, $\partial_zH_x-ik_xH_z=-i\omega\epsilon_0eE_y$, gives
\begin{equation}
U'=ik_0W,\qquad W'=ik_0(e-S)U .
\end{equation}
For p polarization the magnetic field is $H_y$. Set $U=H_y$ and $W=E_x/Z_0$. Amp\`ere's law gives $\partial_zH_y=i\omega\epsilon_0eE_x$ and $E_z=-k_xH_y/(\omega\epsilon_0e)$. Putting $E_z$ into $\partial_zE_x-ik_xE_z=i\omega\mu_0H_y$ gives
\begin{equation}
U'=ik_0eW,\qquad W'=ik_0(1-S/e)U .
\end{equation}
Both cases have the form
\begin{equation}
U'=ik_0AW,\qquad W'=ik_0BU, \label{system}
\end{equation}
with $A=1$, $B=e-S$ for s, and $A=e$, $B=1-S/e$ for p.

The tangential fields $U$ and $W$ are continuous at interfaces, and hence so is $Y=W/U$. A wave travelling towards $+z$ in medium $j$ varies as $\exp(ik_0\sqrt{e_j-S}\,z)$, so its ratio $Y_j$ is $\sqrt{e_j-S}$ for s and $\sqrt{e_j-S}/e_j$ for p. A wave travelling towards $-z$ has ratio $-Y_j$. With incident amplitude 1 and reflected amplitude $r$, the top surface has $U=1+r$ and $W=Y_a(1-r)$. Solving $Y=W/U$ for $r$ gives
\begin{equation}
r=\frac{Y_a-Y(0)}{Y_a+Y(0)} . \label{reflection}
\end{equation}
The ellipsometric ratio is $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$. In this convention $r_p>0$ at small angles when $n_s>n_a$. The opposite time convention would reverse the sign of $\Delta$.

\section{Two lemmas}

\paragraph{Lemma 1 (thin layer).} If the bare reflection coefficient $r_0$ is not zero, then
\begin{equation}
\ln\frac{r}{r_0}=2ik_0d\,
\frac{Y_a(B-AY_s^2)}{Y_a^2-Y_s^2}+O(d^2). \label{thin}
\end{equation}

\emph{Proof.} Differentiate $Y=W/U$ and use (\ref{system}):
\begin{equation}
Y'=\frac{W'}{U}-\frac{WU'}{U^2}=ik_0(B-AY^2). \label{riccati}
\end{equation}
The substrate holds an outgoing wave alone, so $Y(d)=Y_s$. Integrating back to the top surface gives
\begin{equation}
Y(0)=Y_s-ik_0d(B-AY_s^2)+O(d^2). \label{back}
\end{equation}
From (\ref{reflection}),
\begin{equation}
\frac{d\ln r}{dY}=-\frac1{Y_a-Y}-\frac1{Y_a+Y}
=-\frac{2Y_a}{Y_a^2-Y^2}.
\end{equation}
Evaluating this at $Y_s$ and multiplying by the change of $Y$ in (\ref{back}) gives (\ref{thin}); the two minus signs cancel. $\square$

\paragraph{Lemma 2 (parity).} If $r_{p}$ and $r_s$ of the bare surface are not zero, then near $d=0$ the real part of $\ln(\rho/\rho_0)$ is even in $d$ and its imaginary part is odd.

\emph{Proof.} Let $\tau=d-z$ be the distance from the substrate. Then
\begin{equation}
\frac{dY}{d\tau}=-ik_0(B-AY^2),\qquad Y(\tau=0)=Y_s .
\end{equation}
Since $A$, $B$ and $Y_s$ are real, the function $Y(\tau)^*$ satisfies the equation with $-i$ replaced by $i$. The function $Y(-\tau)$ satisfies that same equation with the same starting value, so $Y(\tau)^*=Y(-\tau)$. The top surface lies at $\tau=d$. As $Y_a$ is real, (\ref{reflection}) gives $r(d)^*=r(-d)$ for both polarizations. Negative $d$ here means the mathematical continuation of the solution. Hence $L(d)=\ln(\rho/\rho_0)$, with $L(0)=0$, obeys $L(d)^*=L(-d)$, which is the claim. $\square$

\section{The theorem}

\paragraph{Theorem.} Under the stated assumptions and away from the Brewster angle $\tan\phi_B=n_s/n_a$,
\begin{equation}
\ln\frac{\rho}{\rho_0}=iKJ+O(d^2), \label{law}
\end{equation}
where
\begin{align}
J&=d\,\frac{(e_s-e_f)(e_f-e_a)}{e_f}, \label{J}\\
K&=\frac{2k_0n_a\cos\phi\sin^2\phi}{(e_s-e_a)D},\qquad
D=\cos^2\phi-\frac{e_a}{e_s}\sin^2\phi . \label{K}
\end{align}
Thus $\Delta-\Delta_0=KJ+O(d^3)$, while $\Psi-\Psi_0=O(d^2)$. For known surrounding media, thickness and film index enter the first-order result through $J$ alone.

\emph{Proof.} For s polarization, $Y_a=\sqrt{e_a-e_a\sin^2\phi}=n_a\cos\phi$ and $Y_s^2=e_s-S$. Therefore
\begin{align}
B-AY_s^2&=(e_f-S)-(e_s-S)=e_f-e_s,\\
Y_a^2-Y_s^2&=(e_a-S)-(e_s-S)=e_a-e_s .
\end{align}
Lemma 1 gives, after reversing both signs in the quotient,
\begin{equation}
\ln\frac{r_s}{r_{s0}}=2ik_0d\,n_a\cos\phi\,
\frac{e_s-e_f}{e_s-e_a}+O(d^2). \label{sresult}
\end{equation}

For p polarization, $Y_a=n_a\cos\phi/e_a$ and $Y_s^2=(e_s-S)/e_s^2$. The numerator in Lemma 1 contains
\begin{align}
B-AY_s^2
&=1-\frac{S}{e_f}-\frac{e_f}{e_s}+\frac{Se_f}{e_s^2}\nonumber\\
&=\frac{e_s-e_f}{e_s}-S\frac{e_s^2-e_f^2}{e_fe_s^2}\nonumber\\
&=\frac{e_s-e_f}{e_s}N,\qquad
N=1-S\left(\frac1{e_f}+\frac1{e_s}\right). \label{pnum}
\end{align}
The last line uses $e_s^2-e_f^2=(e_s-e_f)(e_s+e_f)$. The denominator factors in the same way:
\begin{align}
Y_a^2-Y_s^2
&=\frac1{e_a}-\frac1{e_s}
-S\left(\frac1{e_a^2}-\frac1{e_s^2}\right)\nonumber\\
&=\frac{e_s-e_a}{e_ae_s}
\left[1-S\left(\frac1{e_a}+\frac1{e_s}\right)\right]. \label{pden}
\end{align}
With $S=e_a\sin^2\phi$, the square bracket is $1-\sin^2\phi-(e_a/e_s)\sin^2\phi=D$. In the quotient the factors $e_a$ and $e_s$ cancel, leaving
\begin{equation}
\ln\frac{r_p}{r_{p0}}=2ik_0d\,n_a\cos\phi\,
\frac{e_s-e_f}{e_s-e_a}\frac ND+O(d^2). \label{presult}
\end{equation}
Subtracting (\ref{sresult}) from (\ref{presult}) leaves the factor
\begin{equation}
\frac ND-1=\frac{N-D}{D}
=\frac SD\left(\frac1{e_a}-\frac1{e_f}\right)
=\frac{\sin^2\phi}{D}\,\frac{e_f-e_a}{e_f},
\end{equation}
which gives (\ref{law}). Finally,
\begin{equation}
\ln\frac{\rho}{\rho_0}=\ln\frac{\tan\Psi}{\tan\Psi_0}+i(\Delta-\Delta_0).
\end{equation}
Since $KJ$ is real, first order belongs to $\Delta$. Lemma 2 supplies the orders of the remainders. $\square$

\paragraph{Remark (two checks of meaning).} If $e_f=e_s$, the film is merely more substrate, and neither coefficient changes. If $e_f=e_a$, the film is more ambient. Then $N=D$, and both coefficients acquire the round-trip phase $2k_0dn_a\cos\phi$, which cancels in their ratio. These cases account for the two factors in the numerator of $J$.

\section{The Brewster angle}

At $\phi_B$ the bare $r_p$ vanishes, $D=0$, and the logarithm cannot be expanded. The ratio itself can. There
\begin{equation}
\sin^2\phi=\frac{e_s}{e_a+e_s},\qquad
\cos^2\phi=\frac{e_a}{e_a+e_s},\qquad
S=\frac{e_ae_s}{e_a+e_s},
\end{equation}
and for p polarization $Y_a=Y_s=1/\sqrt{e_a+e_s}$. The bracket in (\ref{pnum}) becomes
\begin{equation}
N=1-\frac{e_a(e_s+e_f)}{e_f(e_a+e_s)}
=\frac{e_s(e_f-e_a)}{e_f(e_a+e_s)},
\end{equation}
so $d(B-AY_s^2)=J/(e_a+e_s)$. Equations (\ref{reflection}) and (\ref{back}) then give
\begin{equation}
r_p=\frac{ik_0d(B-AY_s^2)}{2Y_a}+O(d^2)
=\frac{ik_0J}{2\sqrt{e_a+e_s}}+O(d^2).
\end{equation}
For s polarization $Y_a=e_a/\sqrt{e_a+e_s}$ and $Y_s=e_s/\sqrt{e_a+e_s}$, so $r_{s0}=(e_a-e_s)/(e_a+e_s)$. Dividing,
\begin{equation}
\rho(\phi_B)=-\frac{i\pi\sqrt{e_a+e_s}}{\lambda(e_s-e_a)}J+O(d^2). \label{brewster}
\end{equation}
Here $\tan\Psi=|\rho|$ is linear in $|J|$, so the statement that first order changes $\Delta$ alone fails. What survives is that the first-order change of $\rho$ is imaginary and proportional to $J$. Close to $\phi_B$, the phase law (\ref{law}) is useful only while $|KJ|\ll1$.

\section{What one value of $J$ permits}

Expanding the product in (\ref{J}) gives
\begin{equation}
\frac Jd=e_a+e_s-e_f-\frac{e_ae_s}{e_f}. \label{contrast}
\end{equation}

\paragraph{Corollary.} At fixed thickness, $n_f$ and $n_an_s/n_f$ have the same $J$. If $J>0$, then
\begin{equation}
d\ge\frac{J}{(n_s-n_a)^2}. \label{bound}
\end{equation}

\emph{Proof.} Replacing $e_f$ by $e_ae_s/e_f$ exchanges the last two terms of (\ref{contrast}). Moreover,
\begin{equation}
e_f+\frac{e_ae_s}{e_f}
=\left(n_f-\frac{n_an_s}{n_f}\right)^2+2n_an_s\ge2n_an_s ,
\end{equation}
so $J/d\le e_a+e_s-2n_an_s=(n_s-n_a)^2$. Equality holds at $n_f=\sqrt{n_an_s}$. $\square$

Changing the angle replaces $K$ by a new value common to all candidates, so at first order it does not separate thickness from index. Changing the wavelength does not help either if the three indices stay fixed. A new ambient does help, because it changes $J$ differently for different films. If the ambient permittivity goes from $e_a$ to $e_a'$ with the film unaltered, (\ref{J}) gives
\begin{equation}
\frac{J'}{J}=\frac{e_f-e_a'}{e_f-e_a}, \label{immersion}
\end{equation}
which depends on $e_f$.

\section{Layered, anisotropic and absorbing films}

If $A$ and $B$ vary with depth, integrating (\ref{riccati}) replaces $d(B-AY_s^2)$ by its integral over the film. Layers therefore add their values of $J$ at first order.

For a uniaxial film with its axis along $z$, let $e_\parallel$ act on in-plane fields and $e_\perp$ on $E_z$. Then $B=e_\parallel-S$ for s, while $A=e_\parallel$ and $B=1-S/e_\perp$ for p. Repeating the subtraction puts both results over $(e_s-e_a)D$, with numerator
\begin{align}
&e_s-\frac{Se_s}{e_\perp}-e_\parallel+\frac{Se_\parallel}{e_s}
-(e_s-e_\parallel)\left(1-\frac S{e_a}-\frac S{e_s}\right)\nonumber\\
&\qquad=\frac S{e_a}\left(e_a+e_s-e_\parallel-\frac{e_ae_s}{e_\perp}\right).
\end{align}
Hence
\begin{equation}
J=d\left(e_a+e_s-e_\parallel-\frac{e_ae_s}{e_\perp}\right). \label{uniaxial}
\end{equation}

The algebra also holds for complex permittivities, but Lemma 2 does not. For an absorbing film on a lossless substrate,
\begin{equation}
\ln\frac{\tan\Psi}{\tan\Psi_0}=-K\,\mathrm{Im}\,J+O(d^2), \label{loss}
\end{equation}
so an absorbing film changes $\Psi$ at first order unless $\mathrm{Im}\,J=0$, which for a uniform isotropic film happens only if $|e_f|=n_an_s$. An absorbing substrate makes $K$ complex as well.

The initial slope was tested against a matrix-exponential solution of (\ref{system}) in seven cases. They included a film in which the wave is evanescent, a uniaxial film, an absorbing film and an absorbing substrate. The largest relative difference was $6.5\times10^{-8}$.

\section{A fluorocarbon film on fused silica}

Take $n_a=1.00$, $n_f=1.38$, $n_s=1.46$, $d=2.00$ nm, $\lambda=633$ nm and $\phi=65^\circ$. Then $e_f=1.9044$ and $e_s=2.1316$, so
\begin{align}
J&=2.00\times\frac{0.2272\times0.9044}{1.9044}=0.2158\ \mathrm{nm},\\
D&=0.1786-\frac{0.8214}{2.1316}=-0.2067,\\
K&=\frac{(4\pi/633)(0.4226)(0.8214)}{1.1316\times(-0.2067)}
=-0.02946\ \mathrm{rad/nm}.
\end{align}
The predicted shift is $KJ=-0.00636$ rad, or $-0.3642^\circ$. It is negative because $65^\circ$ lies above the Brewster angle, $55.6^\circ$, where $D<0$. The matrix-exponential solution gives $-0.3641^\circ$, so the higher orders change $\Delta$ by about $0.0001^\circ$.

The exact change of $\Psi$ is $0.0018^\circ$. Halving the thickness divides $\ln(\tan\Psi/\tan\Psi_0)$ by 4.00 and the remainder in $\Delta$ by 8.00, as the second and third orders require. At the Brewster angle, (\ref{brewster}) gives $\rho=-1.675\times10^{-3}i$. The exact imaginary part agrees to that precision, and the real part is $2.9\times10^{-5}$.

Inverting the exact $\Delta$ with the first-order law returns $J=0.2157$ nm. The thickness then depends on the assumed index through $d=J/(J/d)$, with $J/d$ from (\ref{contrast}). This produces the three films of the opening. Near $n_f=n_s$ the factor $e_s-e_f$ is small, so a modest change of index requires a large change of thickness. For the same reason the numbers are sensitive to the substrate index. With 1.457, the tabulated index of fused silica at 633 nm, the three films shift $\Delta$ by $-0.354^\circ$, $-0.350^\circ$ and $-0.336^\circ$, and the thicknesses that share one shift become 1.53, 2.00 and 3.87 nm. The bound (\ref{bound}) gives $d\ge0.2157/0.46^2=1.02$ nm. It assumes an isotropic, lossless film on an unaltered substrate, but not a known index. It also holds for a layered film, because layers add their values of $J$ and each layer obeys the bound.

At $45^\circ$, $65^\circ$ and $75^\circ$, the three films' phase shifts were tested and differed by less than 1\% of their mean. Very close to the Brewster angle the higher orders do separate them: at $55.5^\circ$ the exact shifts are $33.8^\circ$, $33.9^\circ$ and $34.3^\circ$. There $\Delta$ varies so steeply with angle that an angle error of about $0.002^\circ$ has the same effect. In a liquid of index 1.33 at $65^\circ$, their $\Delta$ shifts become $-0.040^\circ$, $-0.093^\circ$ and $-0.151^\circ$ in order of rising film index, as (\ref{immersion}) leads one to expect. This bench measurement would tell the three films apart if the liquid's index were known to a few thousandths and the liquid neither swelled nor altered the film.

\section{From $J$ to a statement about the process}

In selective plasma etching of oxide over silicon, fluorocarbon films of nanometre scale help to determine how fast each surface is etched. The film parameters used here are rough typical values. For a film this thin, the index is an effective one and may differ from that of the bulk material. The semi-infinite silica substrate is more special: an oxide layer on silicon needs a multilayer calculation. On bare silicon at 633 nm, the much higher real index changes both $K$ and $J$: for a substrate index of 3.88, the same 2 nm film would shift $\Delta$ by about $+2.8^\circ$. Absorption in the silicon has a much smaller effect on this shift. The numbers here should therefore not be transferred to a silicon wafer.

Light returning from the back of the substrate can cause a large error in the $\Delta$ shift. If that surface is bare and parallel, and all its reflected beams are collected and added incoherently, the apparent shift is $-0.161^\circ$, smaller in magnitude by 56\% than the exact front-surface value. This light must be blocked or included in the analysis.

The film's structure matters too. Keep the total thickness at 2 nm, but give the top 0.5 nm an index of 1.19. The shift grows in magnitude by 24\%, although the skin stands for less dense material, because 1.19 lies close to $\sqrt{1.46}=1.21$, the index of greatest positive $J/d$. Raising the index normal to the film by 0.01 enlarges the shift by 15\%: in (\ref{uniaxial}) this adds about 0.016 to a $J/d$ of only 0.108. Heating by 50 K at fixed film thickness enlarges it by 6\%, for assumed index slopes of $10^{-5}$ per kelvin in silica and $-10^{-4}$ per kelvin in the film. Thermal expansion of the film would add to this. For an assumed electron density of $10^{11}\ \mathrm{cm^{-3}}$, the free electrons lower the ambient index by $1.8\times10^{-11}$, which is negligible here.

The small second-order signal in $\Psi$ offers little help. An extinction coefficient of 0.01 in the film turns the $\Psi$ shift from $+0.0018^\circ$ into $-0.0075^\circ$, through the first-order term (\ref{loss}). An angle change of $0.01^\circ$ between the bare and coated measurements moves $\Psi$ by $0.015^\circ$. Both exceed the $0.002^\circ$ spread among the three candidate films.

Suppose an instrument resolves $0.01^\circ$ in $\Delta$. At fixed index 1.38 this corresponds to $2.00\times0.01/0.364=0.05$ nm. That is a precision for thickness changes within the model, not the accuracy of the thickness. If the plasma chemistry instead raised the film index from 1.38 to 1.42 at constant thickness, $J$ would fall by 46\%, and an analysis with fixed index would report a thinning film. The substrate surface matters as well. If the plasma raised the index of the top 5 nm of silica by 0.005, that layer would add $-0.039$ nm to $J$ and reduce the shift by 18\% with the film unchanged. A change in the retardance of the chamber windows can also alter the measured $\Delta$ directly. A change of $\Delta$ can therefore be read as a change of thickness only when the film's index and structure, the substrate surface, the temperature, the ambient and the optical alignment, windows included, are known to have stayed constant, or when their changes are known and corrected for. The numerical output below lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values)
wavelength = 633 nm; incidence = 65.0 deg
indices ambient, film, substrate = 1.00, 1.38, 1.46
film thickness = 2.00 nm
FIRST-ORDER LAW
largest relative slope error, 7 cases = 6.5e-08
bare rho = 0.25871; bare Psi = 14.5047 deg
K = -0.029458 rad/nm
J/d = 0.10790; J = 0.21579 nm
Delta shift, first order = -0.36422 deg
Delta shift, exact = -0.36412 deg = -0.006355 rad
Psi shift, exact = 0.001771 deg
Psi log-shift ratio, d to d/2 = 3.9996
Delta remainder ratio, d to d/2 = 7.9995
BREWSTER INCIDENCE
Brewster angle = 55.592 deg
exact rho: real = 2.925e-05, imaginary = -1.67461e-03
first-order imaginary rho = -1.67485e-03
Psi there = 0.09596 deg
ONE COMBINATION
J inferred from exact Delta = 0.21574 nm
index 1.35: thickness = 1.547 nm
  shifts: Delta = -0.36407 deg, Psi = 0.001285 deg
  Delta shift in liquid, index 1.33 = -0.04047 deg
index 1.38: thickness = 1.999 nm
  shifts: Delta = -0.36403 deg, Psi = 0.001770 deg
  Delta shift in liquid, index 1.33 = -0.09304 deg
index 1.42: thickness = 3.715 nm
  shifts: Delta = -0.36374 deg, Psi = 0.003525 deg
  Delta shift in liquid, index 1.33 = -0.15122 deg
twin index at 2.0 nm = 1.0580; Delta shift = -0.36424 deg
index of greatest response = 1.208
least thickness for this J = 1.020 nm
NEGLECTED EFFECTS (rough assumed sizes)
higher orders: Delta change = 0.000097 deg
film extinction 0.01: Delta shift = -0.36568 deg (+0.4 %)
normal index higher by 0.01: Delta shift = -0.41827 deg (+14.9 %)
top 0.5 nm at index 1.19: Delta shift = -0.45051 deg (+23.7 %)
heating by 50 K: Delta shift = -0.38541 deg (+5.8 %)
unblocked back reflection: Delta shift = -0.16093 deg (-55.8 %)
dn/dT: substrate = 1e-05 /K, film = -1e-04 /K
Psi shift with film extinction = -0.00753 deg
Psi shift from 0.01 deg angle error = 0.01473 deg
electron density = 1e+11 cm^-3; index drop = 1.80e-11
\end{verbatim}
